# Singlet and Triplet Excitations of Helium from a Single Exact-Exchange Pole: a program that tests the result

```python
"""Exact-exchange single-pole excitation energies of a two-electron atom.

Result under test: singlet = gap + K and triplet = gap - K, to first order
in the Hartree-plus-exchange kernel. Here gap is the Kohn-Sham 1s-2s orbital
energy difference and K is the 1s-2s exchange integral.
Helium, atomic units, nonrelativistic, fixed nucleus.
Radial orbitals u(r) are stored as u(r_i)*sqrt(weight_i) on a Lobatto grid.
Reference levels use symmetrized products of Laguerre polynomials in r1 and
r2, powers of r12 and exp(-a r1 - b r2). The Kohn-Sham potential follows
from the correlated wavefunction, with no fit to the density.
"""
import numpy as np
from numpy.polynomial import Legendre
from numpy.polynomial.laguerre import laggauss
from numpy.polynomial.legendre import leggauss
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, eval_legendre, roots_jacobi

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
GIVEN_GAP, GIVEN_SINGLET, GIVEN_TRIPLET = 0.7460, 0.7578, 0.7285

# ---------- radial grid, kinetic energy and Coulomb interaction ----------
DEGREE, BOX = 80, 40.0
x = np.concatenate(([-1.0], roots_jacobi(DEGREE - 1, 1, 1)[0], [1.0]))
leg = eval_legendre(DEGREE, x)
gap_x = x[:, None] - x[None, :] + np.eye(DEGREE + 1)
deriv = leg[:, None] / (leg[None, :] * gap_x)
np.fill_diagonal(deriv, 0.0)
deriv[0, 0] = -DEGREE * (DEGREE + 1) / 4
deriv[-1, -1] = DEGREE * (DEGREE + 1) / 4
deriv *= 2 / BOX
weights_all = BOX / (DEGREE * (DEGREE + 1) * leg**2)
r_all = BOX * (x + 1) / 2
r, weight = r_all[1:-1], weights_all[1:-1]
root_w = np.sqrt(weight)
minus_d2 = (deriv.T @ (weights_all[:, None] * deriv))[1:-1, 1:-1]
minus_d2 = minus_d2 / np.outer(root_w, root_w)
minus_d2 = (minus_d2 + minus_d2.T) / 2
# spherical average of 1/|r-r'|, from the radial Poisson equation
coulomb = np.linalg.inv(minus_d2) / np.outer(r * root_w, r * root_w) + 1 / BOX


def solve_orbitals(potential):
    energies, vectors = eigh(minus_d2 / 2 + np.diag(potential))
    if vectors[:, 0].sum() < 0:
        vectors[:, 0] *= -1
    return energies, vectors


def exchange_integral(vectors):
    product = vectors[:, 0] * vectors[:, 1]
    return product @ coulomb @ product


# ---------- correlated two-electron wavefunctions ----------
ORDER = 8
I, J, P = np.array([(i, j, k) for i in range(ORDER + 1)
                    for j in range(ORDER + 1 - i)
                    for k in range(ORDER + 1 - i - j)]).T


def laguerre_table(rate, radius):
    """Polynomials and slopes; the factor exp(-rate*radius) is left out."""
    n = np.arange(ORDER + 1)[:, None]
    z = 2 * rate * radius[None, :]
    value = eval_genlaguerre(n, 2.0, z)
    lower = np.where(n > 0, eval_genlaguerre(np.maximum(n - 1, 0), 3.0, z), 0)
    return value, -2 * rate * lower - rate * value


def geminals(a, b, r1, r2, r12):
    """Basis functions and their slopes in r1, r2, r12, exponential removed."""
    first, d_first = laguerre_table(a, r1)
    second, d_second = laguerre_table(b, r2)
    n = np.arange(ORDER + 1)[:, None]
    power = r12[None, :] ** n
    d_power = n * r12[None, :] ** np.maximum(n - 1, 0)
    return (first[I] * second[J] * power[P],
            d_first[I] * second[J] * power[P],
            first[I] * d_second[J] * power[P],
            first[I] * second[J] * d_power[P])


def cosines(r1, r2, r12):
    """Angles between each position vector and the interelectronic vector."""
    return ((r1**2 + r12**2 - r2**2) / (2 * r1 * r12),
            (r2**2 + r12**2 - r1**2) / (2 * r2 * r12))


def correlated_states(a, b, exchange_sign):
    """Variational energies; sign +1 for singlets, -1 for triplets."""
    count = len(I)
    overlap, hamiltonian = np.zeros((count, count)), np.zeros((count, count))
    node, node_weight = laggauss(12)
    grid = [g.ravel() for g in np.meshgrid(node, node, node, indexing="ij")]
    grid_weight = np.einsum("i,j,k->ijk", node_weight, node_weight,
                            node_weight).ravel()
    for exchanged in (False, True):
        big_a, big_b = (a + b, a + b) if exchanged else (2 * a, 2 * b)
        sign = exchange_sign if exchanged else 1.0
        p = 2 * grid[0] / big_b
        q = 2 * grid[1] / big_a
        s = 2 * grid[2] / (big_a + big_b)
        r1, r2, r12 = (q + s) / 2, (p + s) / 2, (p + q) / 2
        volume = (grid_weight * 2 / (big_a * big_b * (big_a + big_b))
                  * r1 * r2 * r12)
        f, f1, f2, f3 = geminals(a, b, r1, r2, r12)
        if exchanged:
            g, g2, g1, g3 = geminals(a, b, r2, r1, r12)
        else:
            g, g1, g2, g3 = f, f1, f2, f3
        cos1, cos2 = cosines(r1, r2, r12)
        potential = -2 / r1 - 2 / r2 + 1 / r12
        overlap += sign * (f * volume) @ g.T
        kinetic = ((f1 * volume) @ g1.T + (f2 * volume) @ g2.T
                   + 2 * (f3 * volume) @ g3.T
                   + (f1 * volume * cos1) @ g3.T
                   + (f3 * volume * cos1) @ g1.T
                   + (f2 * volume * cos2) @ g3.T
                   + (f3 * volume * cos2) @ g2.T) / 2
        hamiltonian += sign * (kinetic + (f * volume * potential) @ g.T)
    scale = 1 / np.sqrt(np.diag(overlap))
    scaled = (overlap + overlap.T) / 2 * np.outer(scale, scale)
    metric, directions = eigh(scaled)
    keep = metric > 1e-11
    transform = scale[:, None] * directions[:, keep] / np.sqrt(metric[keep])
    reduced = transform.T @ ((hamiltonian + hamiltonian.T) / 2) @ transform
    energies, coefficients = eigh((reduced + reduced.T) / 2)
    return energies, transform @ coefficients


INNER, OUTER = 2.0, 1.35  # decay rates of the inner and the outer electron
ground_levels, ground_vectors = correlated_states(INNER, OUTER, 1.0)
ground_energy = ground_levels[0]
singlet_energy = correlated_states(2.0, 0.8, 1.0)[0][1]
triplet_energy = correlated_states(2.0, 0.8, -1.0)[0][0]
ref_singlet = singlet_energy - ground_energy
ref_triplet = triplet_energy - ground_energy
ION_ENERGY = -2.0  # -Z^2/2 for the one-electron ion
ionization = ION_ENERGY - ground_energy

# ---------- dipole polarizability of the one-electron ion ----------
ion_levels, ion_orbitals = solve_orbitals(-2 / r)
dipole_source = r * ion_orbitals[:, 0]
p_wave = minus_d2 / 2 + np.diag(1 / r**2 - 2 / r - ion_levels[0])
polarizability = 2 / 3 * dipole_source @ np.linalg.solve(p_wave, dipole_source)

# ---------- density and Kohn-Sham potential from the wavefunction ----------
# Electron 1 is held at distance r1; averages run over electron 2.
lag_x, lag_w = laggauss(24)
gau_x, gau_w = leggauss(40)
mean_rate = (INNER + OUTER) / 2
coefficients = ground_vectors[:, 0]
density = np.zeros_like(r)
far_potential = -1 / r - polarizability / 2 / (r**4 + 1)
near_potential = far_potential.copy()
for index in np.flatnonzero(r < 12):
    radius = r[index]
    across = lag_x[:, None] / mean_rate
    along = radius * (gau_x[None, :] + 1)
    r2 = ((across + along) / 2).ravel()
    r12 = (radius + (across - along) / 2).ravel()
    r1 = np.full_like(r2, radius)
    volume = np.outer(lag_w * np.exp(lag_x), gau_w).ravel() * radius * r2 * r12
    direct = [coefficients @ t for t in geminals(INNER, OUTER, r1, r2, r12)]
    swapped = [coefficients @ t for t in geminals(INNER, OUTER, r2, r1, r12)]
    e_direct = np.exp(-INNER * r1 - OUTER * r2)
    e_swapped = np.exp(-INNER * r2 - OUTER * r1)
    psi = e_direct * direct[0] + e_swapped * swapped[0]
    psi1 = e_direct * direct[1] + e_swapped * swapped[2]
    psi2 = e_direct * direct[2] + e_swapped * swapped[1]
    psi3 = e_direct * direct[3] + e_swapped * swapped[3]
    cos1, cos2 = cosines(r1, r2, r12)
    norm = np.sum(volume * psi**2)
    density[index] = radius * norm
    repulsion = np.sum(volume * psi**2 / r12) / norm
    gradient1 = np.sum(volume * (psi1**2 + psi3**2
                                 + 2 * psi1 * psi3 * cos1)) / norm
    log_slope = np.sum(volume * psi * (psi1 + psi3 * cos1)) / norm
    gradient2 = np.sum(volume * (psi2**2 + psi3**2
                                 + 2 * psi2 * psi3 * cos2)) / norm
    ion_mean = gradient2 / 2 - 2 * np.sum(volume * psi**2 / r2) / norm
    near_potential[index] = (-2 / radius + repulsion
                             + (gradient1 - log_slope**2) / 2
                             + ion_mean - ION_ENERGY)
density /= np.sum(weight * density)
target = np.sqrt(weight * density)
far_share = 1 / (1 + np.exp(-4 * (r - 6)))
ks_potential = near_potential + far_share * (far_potential - near_potential)
join = (r > 5) & (r < 7)
join_error = np.max(np.abs(near_potential - far_potential)[join])
levels, orbitals = solve_orbitals(ks_potential)
ks_gap = levels[1] - levels[0]
K = exchange_integral(orbitals)
density_error = np.sum(np.abs(orbitals[:, 0]**2 - target**2))

# ---------- K again, by direct quadrature on a fine grid ----------
fine = np.linspace(0, BOX, 40001)
step = fine[1] - fine[0]
curves = [Legendre.fit(r_all, np.concatenate(([0], orbitals[:, n] / root_w,
                                             [0])), DEGREE,
                       domain=[0, BOX])(fine) for n in (0, 1)]
charge = curves[0] * curves[1]
enclosed = np.concatenate(([0], np.cumsum((charge[1:] + charge[:-1]) / 2)))
enclosed *= step
K_direct = 2 * step * np.sum(charge[1:] * enclosed[1:] / fine[1:])

# ---------- complete linear response with spin-resolved exchange ----------
size = len(r)
occupied = orbitals[:, 0]


def spin_potentials(up, down):
    """Hartree potential of both electrons minus own-spin self-repulsion."""
    hartree = coulomb @ (up**2 + down**2)
    return np.concatenate((hartree - coulomb @ up**2,
                           hartree - coulomb @ down**2))


coupling = np.zeros((2 * size, 2 * size))
for column in range(2 * size):
    shift = np.zeros(2 * size)
    shift[column] = 0.01
    plus = spin_potentials(occupied + shift[:size], occupied + shift[size:])
    minus = spin_potentials(occupied - shift[:size], occupied - shift[size:])
    coupling[:, column] = (plus - minus) / 0.02 * np.tile(occupied, 2)
coupling = (coupling + coupling.T) / 2
excitation = np.maximum(levels - levels[0], 0)
root_l = np.kron(np.eye(2), (orbitals * np.sqrt(excitation)) @ orbitals.T)
full_l = np.kron(np.eye(2), (orbitals * excitation) @ orbitals.T)


def complete_poles(strength):
    """Lowest singlet and triplet poles for a kernel scaled by strength."""
    matrix = root_l @ (full_l + strength * coupling) @ root_l
    squares, modes = eigh((matrix + matrix.T) / 2)
    found = {}
    for square, mode in zip(squares, modes.T):
        if square < 0.2:
            continue
        parity = 2 * mode[:size] @ mode[size:]
        assert abs(abs(parity) - 1) < 1e-3
        found.setdefault("singlet" if parity > 0 else "triplet",
                         np.sqrt(square))
        if len(found) == 2:
            break
    return found["singlet"], found["triplet"]


small = 0.02
forward, backward = complete_poles(small), complete_poles(-small)
slope_singlet = (forward[0] - backward[0]) / (2 * small)
slope_triplet = (forward[1] - backward[1]) / (2 * small)
full_singlet, full_triplet = complete_poles(1.0)
spa_singlet, spa_triplet = ks_gap + K, ks_gap - K
pair_singlet = np.sqrt(ks_gap**2 + 2 * ks_gap * K)
pair_triplet = np.sqrt(ks_gap**2 - 2 * ks_gap * K)

# ---------- self-consistent exact exchange, no correlation anywhere ----------
trial = target**2
for _ in range(100):
    exx_levels, exx_orbitals = solve_orbitals(-2 / r + coulomb @ trial)
    new = exx_orbitals[:, 0]**2
    change = np.sum(np.abs(new - trial))
    trial = (trial + new) / 2
exx_gap = exx_levels[1] - exx_levels[0]
exx_K = exchange_integral(exx_orbitals)


# ---------- printed results ----------
def show(label, value, digits=5, unit="hartree"):
    print(f"{label}: {value:.{digits}f} {unit}")


print("GIVEN HELIUM VALUES")
show("Kohn-Sham gap", GIVEN_GAP, 4)
show("singlet", GIVEN_SINGLET, 4)
show("triplet", GIVEN_TRIPLET, 4)
show("singlet minus gap", GIVEN_SINGLET - GIVEN_GAP, 4)
show("triplet minus gap", GIVEN_TRIPLET - GIVEN_GAP, 4)
midpoint = (GIVEN_SINGLET + GIVEN_TRIPLET) / 2
show("midpoint of singlet and triplet", midpoint)
show("midpoint minus gap", midpoint - GIVEN_GAP)
show("half the splitting", (GIVEN_SINGLET - GIVEN_TRIPLET) / 2)
print("CORRELATED REFERENCE CALCULATION")
show("ground-state energy", ground_energy, 6)
show("ionization energy", ionization)
show("singlet excitation", ref_singlet)
show("triplet excitation", ref_triplet)
show("polarizability of the ion", polarizability, 5, "bohr^3")
print("KOHN-SHAM ORBITALS FROM THE CORRELATED WAVEFUNCTION")
print(f"largest potential mismatch, 5 to 7 bohr: {join_error:.1e} hartree")
show("1s orbital energy", levels[0])
show("2s orbital energy", levels[1])
show("gap", ks_gap)
print(f"integrated density misfit per electron: {density_error:.1e} (no unit)")
show("exchange integral K", K)
show("K by direct quadrature", K_direct)
print("EXACT-EXCHANGE KERNEL WITH THESE ORBITALS")
show("single-pole singlet", spa_singlet)
show("single-pole triplet", spa_triplet)
show("single-pole singlet", spa_singlet * HARTREE_EV, 3, "eV")
show("single-pole triplet", spa_triplet * HARTREE_EV, 3, "eV")
show("single-pole singlet minus given value", spa_singlet - GIVEN_SINGLET, 4)
show("single-pole triplet minus given value", spa_triplet - GIVEN_TRIPLET, 4)
show("singlet with antiresonant term", pair_singlet)
show("triplet with antiresonant term", pair_triplet)
show("singlet from complete response", full_singlet)
show("triplet from complete response", full_triplet)
show("complete singlet minus given value", full_singlet - GIVEN_SINGLET, 4)
show("complete triplet minus given value", full_triplet - GIVEN_TRIPLET, 4)
show("complete-response midpoint minus gap",
     (full_singlet + full_triplet) / 2 - ks_gap)
show("singlet slope with kernel strength", slope_singlet)
show("triplet slope with kernel strength", slope_triplet)
print("SELF-CONSISTENT EXACT EXCHANGE")
show("gap", exx_gap)
show("exchange integral K", exx_K)
show("single-pole singlet", exx_gap + exx_K)
show("single-pole triplet", exx_gap - exx_K)

# ---------- tests ----------
assert abs(ref_singlet - GIVEN_SINGLET) < 1e-4   # given to four decimals
assert abs(ref_triplet - GIVEN_TRIPLET) < 1e-4
assert abs(polarizability - 9 / (2 * 2**4)) < 1e-6  # hydrogenic ion, Z = 2
assert density_error < 1e-3
assert abs(levels[0] + ionization) < 1e-4        # finite correlated basis
assert abs(ks_gap - GIVEN_GAP) < 2e-4            # finite correlated basis
assert K > 0 and abs(K - K_direct) < 1e-5        # trapezoidal error
assert abs(slope_singlet - K) < 2e-5             # third-order remainder
assert abs(slope_triplet + K) < 2e-5
assert change < 1e-9
print("checks complete")
```

It prints:

```
GIVEN HELIUM VALUES
Kohn-Sham gap: 0.7460 hartree
singlet: 0.7578 hartree
triplet: 0.7285 hartree
singlet minus gap: 0.0118 hartree
triplet minus gap: -0.0175 hartree
midpoint of singlet and triplet: 0.74315 hartree
midpoint minus gap: -0.00285 hartree
half the splitting: 0.01465 hartree
CORRELATED REFERENCE CALCULATION
ground-state energy: -2.903723 hartree
ionization energy: 0.90372 hartree
singlet excitation: 0.75775 hartree
triplet excitation: 0.72849 hartree
polarizability of the ion: 0.28125 bohr^3
KOHN-SHAM ORBITALS FROM THE CORRELATED WAVEFUNCTION
largest potential mismatch, 5 to 7 bohr: 4.0e-03 hartree
1s orbital energy: -0.90372 hartree
2s orbital energy: -0.15760 hartree
gap: 0.74613 hartree
integrated density misfit per electron: 9.6e-06 (no unit)
exchange integral K: 0.02278 hartree
K by direct quadrature: 0.02278 hartree
EXACT-EXCHANGE KERNEL WITH THESE ORBITALS
single-pole singlet: 0.76890 hartree
single-pole triplet: 0.72335 hartree
single-pole singlet: 20.923 eV
single-pole triplet: 19.683 eV
single-pole singlet minus given value: 0.0111 hartree
single-pole triplet minus given value: -0.0052 hartree
singlet with antiresonant term: 0.76857 hartree
triplet with antiresonant term: 0.72299 hartree
singlet from complete response: 0.76209 hartree
triplet from complete response: 0.70961 hartree
complete singlet minus given value: 0.0043 hartree
complete triplet minus given value: -0.0189 hartree
complete-response midpoint minus gap: -0.01028 hartree
singlet slope with kernel strength: 0.02278 hartree
triplet slope with kernel strength: -0.02278 hartree
SELF-CONSISTENT EXACT EXCHANGE
gap: 0.75962 hartree
exchange integral K: 0.02260 hartree
single-pole singlet: 0.78222 hartree
single-pole triplet: 0.73702 hartree
checks complete
```
